# Turning an extreme Stark state of hydrogen into a circular state, part 2

A hydrogen atom in level $n$ is to be taken from the lowest state of its Stark fan to a circular state, which has angular momentum $\pm(n-1)$ along some axis. The question is how long the field ramp must last; the worked case is $n=30$.

The model is nonrelativistic hydrogen with a fixed nucleus and a spinless electron of charge $-1$, in Hartree atomic units. In an electric field $\mathbf F$ and a magnetic field $\mathbf B$, the perturbation within the level is $V=\mathbf F\cdot\mathbf r+\tfrac12\mathbf B\cdot\mathbf L$. The diamagnetic term and couplings to other $n$ are dropped.

Within the level, $\mathbf r$ acts as $-(3n/2)\mathbf A$, where $\mathbf A$ is $n$ times the Runge–Lenz vector. The combinations $\mathbf J_\pm=(\mathbf L\pm\mathbf A)/2$ are two commuting angular momenta, the pseudospins, each of size $j=(n-1)/2$. The eigenvalue of $L_z=J_{+z}+J_{-z}$ is $m$. With $\omega_F=3nF/2$ and $\omega_L=B/2$, for $\mathbf F$ along $z$ and $\mathbf B$ along $x$,

$$V=\boldsymbol\Omega_+\cdot\mathbf J_++\boldsymbol\Omega_-\cdot\mathbf J_-,\qquad
\boldsymbol\Omega_\pm=(\omega_L,0,\mp\omega_F),\qquad \Omega=\sqrt{\omega_F^2+\omega_L^2}.$$

Neighbouring energies differ by $\Omega$, and the lowest is $-(n-1)\Omega$. The lowest Stark state has $J_{+z}=j$, $J_{-z}=-j$; the highest has both signs reversed. A circular state has both pseudospins stretched in the same direction. In a slow ramp from $\mathbf F$ to $\mathbf B$, each pseudospin stays antiparallel to its own $\boldsymbol\Omega_\pm$, and the atom ends with $L_x=-(n-1)$.

Each stretched pseudospin is a product of $2j=n-1$ small spins one-half $\mathbf s$, all pointing the same way, which evolve independently under $\boldsymbol\Omega_\pm\cdot\mathbf s$. In this ramp, of duration $T$, every small spin in both groups has the same probability $P$ of ending in the desired direction, so the conversion probability is

$$C=P^{\,2(n-1)}. \tag{7}$$

### A uniform turn of the field vector

Take one small spin of $\mathbf J_-$ and let

$$\boldsymbol\Omega_-=\Omega(\sin\alpha,0,\cos\alpha),\qquad \alpha=at,\qquad a=\frac{\pi}{2T},$$

with $\Omega$ constant. This means $\omega_F=\Omega\cos\alpha$ and $\omega_L=\Omega\sin\alpha$. Follow the vector by writing $\psi=e^{-i\alpha s_y}\varphi$. The rotation turns $\boldsymbol\Omega_-\cdot\mathbf s$ into $\Omega s_z$, and its time derivative subtracts $as_y$:

$$i\dot\varphi=(\Omega s_z-as_y)\varphi .$$

The effective vector has constant length $W=\sqrt{\Omega^2+a^2}$ and direction $\mathbf m=(0,-a,\Omega)/W$. The evolution over $T$ is

$$e^{-iWT\,\mathbf m\cdot\mathbf s}=\cos\frac{WT}2-2i\,\mathbf m\cdot\mathbf s\,\sin\frac{WT}2 .$$

The spin starts down. Its flip amplitude comes from $s_y$, whose off-diagonal element has magnitude $1/2$. Therefore

$$1-P=\frac{a^2}{W^2}\sin^2\frac{WT}{2}. \tag{8}$$

Two limits show what this means. For $T\to\infty$, $a/\Omega\to0$ and $C\to1$. For $T\to0$, $a/W\to1$ while $WT/2\to\pi/4$, so $P\to1/2$ and

$$C_{\rm sudden}=2^{-2(n-1)}. \tag{9}$$

This is the squared overlap of the frozen Stark state with the circular state: each small spin is at right angles to its target.

The sine in (8) can vanish at particular times. A duration that does not rely on such a coincidence follows from $a^2/W^2\le a^2/\Omega^2$ and $(1-x)^N\ge1-Nx$ for $0\le x\le1$ and integer $N\ge1$:

$$1-C\le2(n-1)\Big(\frac{\pi}{2\Omega T}\Big)^2,\qquad\text{if }\frac{\pi}{2\Omega T}\le1. \tag{10}$$

For a fixed permitted loss and fixed $\Omega$, the duration given by this bound grows as $\sqrt{n-1}$.

### A general ramp

Laboratory fields need not keep $\Omega$ constant. Let $\alpha(t)$ increase from $0$ to $\pi/2$, with $\Omega(t)>0$, and put $\theta(t)=\int_0^t\Omega\,dt'$. In the following frame write the up and down components as $c_ee^{-i\theta/2}$ and $c_ge^{i\theta/2}$. The equation $i\dot\varphi=(\Omega s_z-\dot\alpha s_y)\varphi$ then gives

$$\dot c_e=\frac{\dot\alpha}{2}e^{i\theta}c_g,\qquad
\dot c_g=-\frac{\dot\alpha}{2}e^{-i\theta}c_e,\qquad c_e(0)=0,\quad c_g(0)=1 .$$

The phase factor averages the transition amplitude when $\Omega$ is large. To expose this, set $g=\dot\alpha/(2\Omega)$ and integrate by parts:

$$c_e(T)=\int_0^Tg\,\Omega e^{i\theta}c_g\,dt
=-i\big[ge^{i\theta}c_g\big]_0^T+i\int_0^Te^{i\theta}(\dot gc_g+g\dot c_g)\,dt .$$

Because $|c_g|\le1$ and $|c_e|\le1$,

$$|c_e(T)|\le g(0)+g(T)+\int_0^T|\dot g|\,dt+\int_0^T\frac{g\dot\alpha}{2}\,dt. \tag{11}$$

For a ramp of fixed shape, each term scales as $1/T$. The loss per small spin is therefore bounded by a constant times $1/T^2$.

A linear cross-fade makes the constant explicit. Let $s=t/T$ and

$$\omega_F=\Omega_0(1-s),\quad \omega_L=\Omega_0s,\quad
\mathcal D=(1-s)^2+s^2 .$$

Then $\Omega=\Omega_0\sqrt{\mathcal D}$. Differentiating $\tan\alpha=s/(1-s)$, with $\cos^2\alpha=(1-s)^2/\mathcal D$, gives $d\alpha/ds=1/\mathcal D$. Hence

$$g=\frac{1}{2\Omega_0T\,\mathcal D^{3/2}} .$$

It rises until $s=1/2$, where $\mathcal D=1/2$, and then falls symmetrically. The first three terms of (11) add to twice its maximum, $2\sqrt2/(\Omega_0T)$. The last term is

$$\frac{1}{4\Omega_0T}\int_0^1\mathcal D^{-5/2}ds .$$

Set $s=\frac12+\frac12\tan\eta$, so that $\mathcal D=\frac12\sec^2\eta$ and $ds=\frac12\sec^2\eta\,d\eta$. The integral becomes

$$2\sqrt2\int_{-\pi/4}^{\pi/4}\cos^3\eta\,d\eta
=4\sqrt2\Big(\frac1{\sqrt2}-\frac1{6\sqrt2}\Big)=\frac{10}{3}.$$

Thus

$$1-P\le\left[\frac{2\sqrt2+5/6}{\Omega_0T}\right]^2. \tag{12}$$

The fields must overlap in time. Suppose $F$ is reduced to zero before $B$ appears. During the first stage $V$ is proportional to $A_z$, and the Stark state merely gains a phase. During the second stage $V$ is proportional to $L_x$, so the populations of the $L_x$ states cannot change. The conversion remains at (9), no matter how slowly either field is changed. The failure occurs where $\Omega=0$: the gap closes and the field vector changes direction at that point.

### Turning one pseudospin with a radio-frequency field

The other route leaves $F$ on along $z$, sets $B=0$, and flips one pseudospin. Add

$$\mathbf F_1(t)=F_1(\cos\omega t,\ \sigma\sin\omega t,\ 0),\qquad \sigma=\pm1,$$

and define $\omega_1=3nF_1/2$. Since the electric field couples to $-\mathbf A=-(\mathbf J_+-\mathbf J_-)$,

$$V=-\omega_FJ_{+z}-\omega_1\hat{\mathbf F}_1\cdot\mathbf J_+
+\omega_FJ_{-z}+\omega_1\hat{\mathbf F}_1\cdot\mathbf J_- .$$

In a frame turning with $\mathbf F_1$ about $z$, a term $-\sigma\omega J_{\pm z}$ is added for each pseudospin and the drive stands still:

$$V_+=-(\omega_F+\sigma\omega)J_{+z}-\omega_1J_{+x},\qquad
V_-=(\omega_F-\sigma\omega)J_{-z}+\omega_1J_{-x}. \tag{13}$$

No oscillating term has been discarded. Choose $\omega=\omega_F$ and $\sigma=+1$. Then $\mathbf J_-$ sees a constant vector along $x$ and turns through $\theta=\omega_1T$, while $\mathbf J_+$ is detuned by $2\omega_F$. The two respond differently because they precess about the static field in opposite senses.

Starting from the lowest Stark state, a turn $\theta=\pi$ takes $J_{-z}$ from $-j$ to $+j$. With $J_{+z}=j$ unchanged, the result is $m=2j=n-1$. Reversing the rotation, $\sigma=-1$, makes $\mathbf J_+$ resonant instead and gives $m=-(n-1)$.

The energy account agrees. The atom rises from $-(n-1)\omega_F$ to zero linear Stark shift, while $m$ changes by $n-1$. That corresponds to $n-1$ quanta of energy $\omega_F$, each bringing one unit of angular momentum along $z$.

Each of the $n-1$ small spins in the resonant pseudospin flips with probability $\sin^2(\theta/2)$. Applying the constant-vector result that led to (8), a small spin of the other pseudospin flips with probability

$$q=\frac{\omega_1^2}{U^2}\sin^2\frac{UT}{2},\qquad U=\sqrt{4\omega_F^2+\omega_1^2}. \tag{14}$$

The conversion requires all the first group to flip and all the second to stay:

$$C_{\rm rf}=\Big[\sin^2\frac{\omega_1T}{2}\,(1-q)\Big]^{n-1}. \tag{15}$$

For $F_1/F\to0$ at $\omega_1T=\pi$, $q\to0$ and $C_{\rm rf}\to1$. This pulse is a timed rotation, not an adiabatic passage, so its area must be right.

A linearly polarised field $2F_1\cos\omega t$ along $x$ contains both senses with strength $F_1$ each. It drives both pseudospins near resonance, and a $\pi$ pulse brings them to the opposite Stark state, apart from off-resonant corrections. To give this a size, I took $n=5$ and $\omega_1/\omega_F=0.1$ and propagated all 25 amplitudes in the laboratory frame, using short steps with the Hamiltonian diagonalized at each midpoint. The opposite Stark state received $0.995$ of the population; the two circular states together received about $3\times10^{-13}$.

The second number follows from the first. For this drive the spin-half Hamiltonians of the two pseudospins are real and opposite in sign, so their solutions are complex conjugates and their flip probabilities $f$ are equal. From $f^8=0.995$, $1-f\simeq6\times10^{-4}$. The two circular states together have population $2f^4(1-f)^4$, which is of the printed size. Circular polarisation is what separates the pseudospins.

### A calculation for $n=30$

Take the model values $F=2.0\times10^{-10}$ and final $B=1.8\times10^{-8}$ in atomic units, which are $1.03\ \mathrm{V/cm}$ and $4.23\ \mathrm{mT}$. Then

$$\omega_F=\tfrac32(30)(2.0\times10^{-10})=9.0\times10^{-9},\qquad
\omega_L=\tfrac12(1.8\times10^{-8})=9.0\times10^{-9}.$$

The ordinary frequency $\omega_F/2\pi$ is about $59\ \mathrm{MHz}$. The initial and final shifts are both $-29(9.0\times10^{-9})=-2.61\times10^{-7}$.

For a uniform turn in $T=10^{10}$, or $0.24\ \mu\mathrm s$, $a/\Omega=\pi/(2\times90)=0.0175$. Equation (8) gives a loss of $2.22\times10^{-4}$ per small spin, so

$$C=(1-2.22\times10^{-4})^{58}=0.987 .$$

If the sine squared in (8) is replaced by one, the guaranteed floor is $0.982$. A turn ten times faster gives $C=0.18$; one ten times slower gives more than $0.999$. A sudden switch gives $2^{-58}=3.5\times10^{-18}$.

For the linear cross-fade with $T=10^{10}$, $\Omega_0T=90$. I integrated the spin-half equation by the same midpoint method and found a loss of $1.07\times10^{-4}$, hence $C=0.994$. The bound (12) is $(3.662/90)^2=1.66\times10^{-3}$, which guarantees $C\ge0.908$. The bound is safe but loose here. One duration does not establish that this ramp is generally better than the uniform turn.

For the radio-frequency route choose $F_1=F/20=1.0\times10^{-11}$. Then $\omega_1=4.5\times10^{-10}$, and the $\pi$ pulse lasts

$$T=\frac{\pi}{4.5\times10^{-10}}=6.98\times10^9,$$

or $0.169\ \mu\mathrm s$. The largest possible $q$ is $\omega_1^2/U^2=6.2\times10^{-4}$, so the floor is $(1-6.2\times10^{-4})^{29}=0.982$. At the chosen values (15) is closer to one, with a loss of $7\times10^{-6}$. This is a consequence of the integer ratio $\omega_F/\omega_1=20$: it makes $UT/2$ nearly $20\pi$, where the sine in (14) almost vanishes. Within the model, and with an exact pulse area, the floor is the safer figure; it bounds only the flips in (14), not the losses from omitted terms discussed below. If $F_1$ is $2\%$ too strong and the duration is unchanged, $\theta=1.02\pi$ and the conversion is $0.972$. This loss comes from the pulse area alone, $[\sin^2(0.51\pi)]^{29}=0.972$, because $U$ hardly changes and the sine in (14) remains near its accidental zero.

### Where the model stops

Classical scaling indicates the size of the omitted terms. An orbit has length scale $n^2$ and energy scale $n^{-2}$, so the second-order electric energy scales as $(Fn^2)^2/n^{-2}=n^6F^2$. The diamagnetic energy scales as $n^4B^2/8$. Here

$$\frac{n^6F^2}{\omega_F}\simeq0.003,\qquad
\frac{n^4B^2/8}{\omega_L}\simeq0.004,\qquad
\frac{n^6F^2}{\omega_1}\simeq0.06 .$$

These are rough scales without the numerical coefficients, not errors in the conversion probabilities. The last is the largest because its denominator $\omega_1$ is twenty times smaller than $\omega_F$. Only the part of the second-order shift that differs between the states of the level disturbs the pulse. The standard second-order Stark energy, $-\frac1{16}n^4F^2(17n^2-3A_z^2-9m^2+19)$, differs between the initial and the circular state by $\frac38(n-1)^2n^4F^2\simeq0.023\,\omega_1$. With this term included in the full level, the $\pi$ pulse still converts $0.99998$ at $F_1=F/20$ and $0.9998$ at $F_1=F/60$, so it is harmless at these fields. Weakening $F_1$ lowers the upper limit $\omega_1^2/U^2$ on the unwanted flips in (14) but makes every omitted shift larger relative to $\omega_1$.

Real hydrogen departs from the nonrelativistic model as well. The relativistic kinetic correction $-\alpha_{\rm fs}^2p^4/8$, with fine-structure constant $\alpha_{\rm fs}\approx7.3\times10^{-3}$, is of order $\alpha_{\rm fs}^2$ while the electron is within about a Bohr radius of the nucleus. An electron with $l=0$ spends a fraction of order $n^{-3}$ of its time there, so the $l=0$ state is shifted on the scale $\alpha_{\rm fs}^2/n^3\approx2\times10^{-9}$ for $n=30$. The Darwin term cancels about half of this, so the $30s$ shift of real hydrogen is near $1\times10^{-9}$, about $0.1\,\omega_F$ and twice $\omega_1$, larger than the ratios above. The Stark state has only part of its weight at low $l$, which softens the effect. Propagating the full level with the kinetic, Darwin and spin–orbit terms lowers the radio-frequency conversion at the chosen values from nearly one to about $0.987$, while the uniform turn hardly changes ($0.988$ against $0.987$). The worked probabilities above belong to the model only. In a non-hydrogenic Rydberg atom the core shifts the states of low $l$. The degeneracy used to replace $\mathbf r$ by $\mathbf A$ is then broken, and the formulas do not apply as they stand when those shifts are not small compared with the field splittings or, for the radio-frequency pulse, with $\omega_1$. Radiative decay, thermal radiation, field noise and electron spin are also outside the model. For the hydrogen model, (10) gives a sufficient time for the uniform turn and (12) for the linear cross-fade, while (15) gives the conversion for a chosen area and strength of the radio-frequency pulse.
